Gilbert damping from the slope of ferromagnetic resonance linewidths

**Problem**

A thin ferromagnetic film is magnetized to saturation by a static field in its plane. A weak microwave field of fixed frequency f drives the magnetization while the static field is swept, and the absorbed power shows a resonance line. The full width at half maximum (FWHM) of this line is 3 mT at 5 GHz and 10 mT at 25 GHz. Take g = 2.

(a) Starting from the Landau-Lifshitz-Gilbert equation, find the FWHM that Gilbert damping alone gives to the line.

(b) Suppose that the local resonance field also varies from place to place, with a Lorentzian distribution whose width does not depend on frequency. Find the damping constant α from the two measured widths.

(c) Find the width of that distribution. What values of α would follow from each measured width taken alone, and why do they disagree?

(d) How does the answer to (b) change if the quoted widths are half widths, or peak-to-peak widths of the field derivative of the absorption? How large is the error of the slope method for a film with the same α whose local fields have a Gaussian distribution of the same FWHM instead?

**Solution**

**(a) The width due to damping**

Let m be the unit vector along the magnetization and B_eff the effective magnetic field in tesla. The Landau-Lifshitz-Gilbert equation is

dm/dt = −γ m × B_eff + α m × dm/dt, with γ = gμ_B/ħ > 0.

The first term makes m precess about the field. The second turns m towards the field and so removes energy. The constant α is dimensionless and is taken to be independent of frequency.

Choose z along the static field B, y along the film normal and x in the plane, along the microwave field b_x. When m tips out of the plane, the film produces a demagnetizing field −B_M m_y along y, where B_M = μ₀M_s and M_s is the saturation magnetization. Anisotropy and the small in-plane demagnetizing field are neglected. Then

B_eff = (b_x, −B_M m_y, B).

For a weak drive, m_x and m_y are small and m_z = 1 to first order. Keeping first-order terms, the components of the two cross products are

(m × B_eff)_x = m_y B − m_z(−B_M m_y) = (B + B_M) m_y

(m × B_eff)_y = m_z b_x − m_x B = b_x − B m_x

(m × dm/dt)_x = −dm_y/dt

(m × dm/dt)_y = dm_x/dt.

The equation of motion becomes

dm_x/dt = −γ(B + B_M) m_y − α dm_y/dt

dm_y/dt = −γ b_x + γB m_x + α dm_x/dt.

In the steady state all small quantities vary as e^{iωt}, with ω = 2πf, so each time derivative becomes a factor iω. Divide by γ and define

b = ω/γ, Z = B + iαb.

Here b is the drive frequency expressed as a field. Collecting terms gives

ib m_x + (Z + B_M) m_y = 0

ib m_y − Z m_x = −b_x.

The first equation gives m_y = −ib m_x/(Z + B_M). Inserting this in the second, with ib·(−ib) = b², gives

[b²/(Z + B_M) − Z] m_x = −b_x,

and therefore

χ = m_x/b_x = (Z + B_M)/[Z(Z + B_M) − b²].

The static field and the damping enter only through the combination Z = B + iαb. Damping thus shifts the field by an imaginary amount αb, whatever the value of B_M.

The denominator vanishes at two real values of Z. Call the positive one B_r. It satisfies the Kittel condition

B_r(B_r + B_M) = b².

The two roots must add up to −B_M, so the other is −(B_r + B_M). The denominator is then (Z − B_r)(Z + B_r + B_M), and partial fractions give

χ = C₁/(Z − B_r) + C₂/(Z + B_r + B_M),

C₁ = (B_r + B_M)/(2B_r + B_M), C₂ = B_r/(2B_r + B_M).

The absorbed power follows from χ. For a drive b_x = b₀ cos ωt, the real response is

m_x = b₀(Re χ cos ωt − Im χ sin ωt).

The mean power per volume is the time average of M_s b_x dm_x/dt. The term with Re χ averages to zero, and the other leaves

P = −½ ω M_s b₀² Im χ.

Since ω is fixed during the sweep, the line has the shape of −Im χ. The first partial fraction contributes

−Im[C₁/(B − B_r + iαb)] = C₁ αb/[(B − B_r)² + (αb)²].

This is a Lorentzian centred at B_r. It falls to half its maximum at B − B_r = ±αb, so its full width is

ΔB_damp = 2αb = 2αω/γ = 2αf/(γ/2π).

The second partial fraction is a Lorentzian of the same width centred at −(B_r + B_M). At B = B_r, its size relative to the first is, to leading order in α,

[B_r/(B_r + B_M)]·[αb/(2B_r + B_M)]².

This is of order α² or smaller, because b² = B_r(B_r + B_M) is at most (2B_r + B_M)²/4. It can be ignored for weak damping.

The independence from B_M belongs to a field sweep. If the field is fixed and the frequency is swept, the width must be converted with the slope of the Kittel relation. Differentiating b² = B_r(B_r + B_M) gives db/dB_r = (2B_r + B_M)/(2b), so for a narrow line

Δf = (γ/2π)·2αb·(2B_r + B_M)/(2b) = α(γ/2π)(2B_r + B_M).

This width does depend on B_M. The formula used below therefore applies to widths measured in field at fixed frequency.

**(b) The damping constant from the slope**

Treat the film as a set of regions that respond independently, each with its own small shift of the local field. This is an idealization. In a real film, exchange and dipolar fields couple neighbouring regions, and independence requires regions much wider than the film thickness. Inhomogeneity on a small scale instead scatters the uniform precession into spin waves (two-magnon scattering), which for in-plane magnetization gives a width that depends on frequency and is not described by the model used here. The observed line is then the line of part (a) averaged over the distribution of shifts, which is a convolution.

A normalized Lorentzian of half width w has the Fourier transform e^{−w|k|}. Convolution multiplies Fourier transforms, and

e^{−w₁|k|}·e^{−w₂|k|} = e^{−(w₁+w₂)|k|}.

The result is again a Lorentzian, and the widths add. If the distribution of shifts has the FWHM ΔB₀, the observed FWHM is

ΔB(f) = ΔB₀ + 2αf/(γ/2π).

This is a straight line in f. Its intercept describes the spread of local fields and its slope describes the damping. Subtracting the widths at two frequencies removes ΔB₀:

ΔB₂ − ΔB₁ = 2α(f₂ − f₁)/(γ/2π),

α = (γ/2π)(ΔB₂ − ΔB₁)/[2(f₂ − f₁)].

For g = 2,

γ = gμ_B/ħ = 1.75882 × 10¹¹ rad/(s T), γ/2π = 27.992 GHz/T.

The slope of the data is

(10 mT − 3 mT)/(25 GHz − 5 GHz) = 7 mT/20 GHz = 0.350 mT/GHz = 0.350 × 10⁻³ T/GHz.

Hence

α = ½ × 27.992 GHz/T × 0.350 × 10⁻³ T/GHz = 0.0049.

The units cancel, as they must for a dimensionless constant. The factor ½ is there because the measured quantity is a full width, 2αb, and not the half width αb.

The derivation linearized the equation of motion. As a test, the full nonlinear equation was integrated in time for a weak drive, with this α and a round model value B_M = 1 T. The absorption lines obtained in this way have widths of 1.750 mT at 5 GHz and 8.751 mT at 25 GHz, against 1.750 mT and 8.750 mT from the formula. Their slope returns α = 0.0049. The peaks lie at 30.95 mT and 523.54 mT, and the Kittel condition gives 30.95 mT and 523.53 mT. With the linear-response line shape, the width at 25 GHz stays at 8.750 mT when B_M is set to 0, 0.5 or 2 T.

The accuracy of α is set by the difference of the widths. If each width has an independent standard uncertainty u, the difference has the uncertainty √2 u, and the relative uncertainty of α from this source is √2 u/(7 mT). An error in g enters in proportion, since α is proportional to γ.

**(c) The intercept, and the trouble with a single width**

The damping part of the width at 5 GHz is 0.350 mT/GHz × 5 GHz = 1.750 mT. The remainder is

ΔB₀ = 3 mT − 1.750 mT = 1.250 mT.

At 25 GHz the damping part is 8.750 mT, and adding 1.250 mT restores the measured 10 mT. This only checks the arithmetic, because a straight line can be drawn through any two points. Whether the width really is linear in frequency can be decided only with data at further frequencies.

If ΔB₀ is ignored, one width gives the apparent value

α_app = (γ/2π) ΔB/(2f).

For the two points this is

at 5 GHz: 27.992 × 0.003/(2 × 5) = 0.0084

at 25 GHz: 27.992 × 0.010/(2 × 25) = 0.0056.

Inserting the straight line for ΔB shows the origin of the disagreement:

α_app = α + (γ/2π) ΔB₀/(2f).

The extra term is positive and falls as 1/f. It is 0.0035 at 5 GHz and 0.0007 at 25 GHz. A single width thus gives an upper estimate of α in this model, and the estimate approaches α at high frequency. If ΔB₀ were zero, both points would give the same value.

The slope removes only what is independent of frequency. If some other process adds a width W(f), the same subtraction gives

α_slope = α + (γ/2π)[W(f₂) − W(f₁)]/[2(f₂ − f₁)].

A contribution that grows with frequency is then counted as damping, and one that falls with frequency lowers the result. A variation of B_M across the film is an example of the first kind: by the Kittel condition, a small change δB_M shifts B_r by −B_r δB_M/(2B_r + B_M), and the size of this shift grows with frequency. The value 0.0049 is the Gilbert constant of the film under the conditions that no such contribution is present (two-magnon scattering is a common one in films magnetized in plane), that the regions respond independently and that the spread of local fields is Lorentzian.

**(d) Other meanings of "width", and a Gaussian spread**

*Half widths.* If 3 mT and 10 mT were half widths at half maximum, the full widths and their slope would be twice as large. The damping constant would be 2 × 0.0049 = 0.0098.

*Peak-to-peak widths.* Some spectrometers record the derivative of the absorption with respect to field, and the width is then read between the maximum and the minimum of that curve. For a Lorentzian A = 1/(x² + w²), with x the distance from the centre and w the half width,

dA/dx = −2x/(x² + w²)²

d²A/dx² = (6x² − 2w²)/(x² + w²)³.

The extrema of the derivative lie where the second derivative vanishes, at x = ±w/√3. Their separation is 2w/√3, which is the FWHM divided by √3. The ratio measured numerically on the 25 GHz line is 1.731, close to √3. Peak-to-peak widths of 3 mT and 10 mT would therefore correspond to a slope √3 times larger in FWHM, and

α = √3 × 0.0049 = 0.0085.

The kind of width must be known before the formula is used, since these three readings of the same numbers give 0.0049, 0.0085 and 0.0098.

*Gaussian spread.* The convolution of a Lorentzian with a Gaussian is not a Lorentzian, and the widths no longer add. To see the effect, keep α = 0.0049 and give the local fields a Gaussian distribution with the same FWHM of 1.250 mT. Averaging the line numerically gives total widths of 2.428 mT at 5 GHz and 8.938 mT at 25 GHz. These are not the measured 3 mT and 10 mT, so the example tests the method on a model film with known α and does not give a correction to the result of (b). The slope method applied to these widths returns

α_slope = ½ × 27.992 × (0.008938 − 0.002428)/20 = 0.0046,

which is 7.0 % below the value put in.

The sign of the error can be understood from the limit in which the spread is narrow compared with the damping width. Let σ be the standard deviation of the local fields and w = αb the half width due to damping. Averaging a smooth curve A over a symmetric narrow distribution gives, to leading order,

A_avg = A + ½σ² d²A/dx².

Measure x in units of w, so that A = 1/(1 + u²) with u = x/w, and set s = σ/w. The second derivative with respect to u is −2 at u = 0 and ½ at u = 1. Hence

A_avg(0) = 1 − s², A_avg(1) = ½ + s²/4.

Half the new maximum is ½ − s²/2, so at u = 1 the curve lies above the half-maximum level by 3s²/4. The slope of A there is −½, and the crossing moves outwards by (3s²/4)/(½) = 3s²/2. Both sides of the line move, so the full width grows by

2w × 3s²/2 = 3σ²/w.

In this limit the added width falls as 1/f, because w is proportional to f. It is larger at the lower frequency, which reduces the slope. For a Gaussian, σ = FWHM/2.355 = 0.531 mT. At 25 GHz, where w = 4.375 mT, the estimate is 3 × 0.531²/4.375 = 0.19 mT, in agreement with the numerical excess 8.938 − 8.750 = 0.188 mT. At 5 GHz, w is only 0.875 mT and the spread is not narrow. The estimate would be 0.97 mT, while the numerical excess is 2.428 − 1.750 = 0.678 mT. The expansion has lost its accuracy there, but the excess is still larger than at 25 GHz, as the sign of the error requires.

The 7 % applies to this spread and these two frequencies. The error becomes smaller when both frequencies are high enough for the damping width to dominate, since the added width 3σ²/w then tends to zero at both points. The shape of the measured line can help to decide which case applies: with a Lorentzian spread the line remains Lorentzian, and with a Gaussian spread it does not. The low-frequency line is the one to examine. In the Gaussian example, the departure from a Lorentzian of the same height and width reaches about 4 % of the peak at 5 GHz, but only about 0.3 % at 25 GHz. For comparison, the same numerical averaging with the Lorentzian spread gives total widths of 3.000 mT and 10.000 mT, as the addition of widths requires.

Table of computed values

```
g factor: 2.0
gamma: 1.75882e+11 rad/(s T)
gamma/2pi: 27.992 GHz/T
Measured FWHM at 5 GHz: 3.00 mT
Measured FWHM at 25 GHz: 10.00 mT
Change of width: 7.00 mT
Change of frequency: 20.0 GHz
Slope: 0.350 mT/GHz
Damping alpha from slope: 0.00490 (dimensionless)
Frequency-independent width W0: 1.250 mT
--- Line at 5 GHz, model B_M = 1.0 T ---
Frequency as field b: 178.6 mT
Kittel resonance field: 30.95 mT
Simulated peak field: 30.95 mT
Damping part of FWHM, formula: 1.750 mT
Damping part of FWHM, LLG run: 1.750 mT
FWHM with Lorentzian spread: 3.000 mT
FWHM with Gaussian spread: 2.428 mT
Alpha from this width alone: 0.00840
--- Line at 25 GHz, model B_M = 1.0 T ---
Frequency as field b: 893.1 mT
Kittel resonance field: 523.53 mT
Simulated peak field: 523.54 mT
Damping part of FWHM, formula: 8.750 mT
Damping part of FWHM, LLG run: 8.751 mT
FWHM with Lorentzian spread: 10.000 mT
FWHM with Gaussian spread: 8.938 mT
Alpha from this width alone: 0.00560
--- Checks and misreadings ---
Alpha recovered from LLG run: 0.00490
25 GHz damping FWHM for B_M = 0.0 T: 8.750 mT
25 GHz damping FWHM for B_M = 0.5 T: 8.750 mT
25 GHz damping FWHM for B_M = 2.0 T: 8.750 mT
Alpha from slope if spread is Gaussian: 0.00456
Relative error in that case: -7.0 %
FWHM / peak-to-peak width: 1.731
Alpha if data were peak-to-peak: 0.00848
Alpha if data were half widths: 0.00980
```
